# Valley repopulation and the hyperfine coupling of a strained silicon donor: test program

```python
"""Valley repopulation of a silicon donor under strain along [001].

Result under test, with x = Xi_u*(e_zz - e_xx)/Delta and
R = sqrt(1 + 2x/3 + x^2):
    A/A0 = (1 + (1 + x/3)/R)/2 = 1 - 2x^2/9 + 4x^3/27 + ...
    p_z  = (1 - (x + 1/3)/R)/2 = 1/3 - 4x/9 + ...
A: contact hyperfine coupling, A0: its unstrained value,
p_z: total population of the two z valleys,
Delta: energy of doublet E above singlet A1 without strain,
Xi_u, Xi_d: deformation potentials. Energies are in meV.
The independent side is the six-valley matrix, diagonalized numerically.
"""
from itertools import permutations, product
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import quad

# Rough typical values, regime of phosphorus in silicon
XI_U, XI_D = 9000.0, 1000.0       # meV
GAP_E, GAP_T = 13.0, 12.0         # meV above A1
A0 = 120.0                        # MHz
C11, C12 = 166.0, 64.0            # GPa
BIND_A = 45.0                     # meV, binding energy of A1
K_VOLUME = (20.0, 80.0)           # |dA/A| = K*|trace|/3, rough range
STRAIN = 3e-4

AXES = np.array([[1, 0, 0], [-1, 0, 0], [0, 1, 0],
                 [0, -1, 0], [0, 0, 1], [0, 0, -1]])


def valley_orbit(gap_e, gap_t):
    adjacent = gap_e / 6
    opposite = (gap_t - 4 * adjacent) / 2
    dots = AXES @ AXES.T
    return -opposite * (dots == -1) - adjacent * (dots == 0)


def solve(strain, gap_e=GAP_E, gap_t=GAP_T):
    """Levels and positive-sum ground vector for a strain tensor."""
    along = np.einsum('ni,ij,nj->n', AXES, strain, AXES)
    shift = XI_D * np.trace(strain) + XI_U * along
    levels, vectors = np.linalg.eigh(valley_orbit(gap_e, gap_t)
                                     + np.diag(shift))
    ground = vectors[:, 0]
    return levels, ground * np.sign(ground.sum())


def contact(vector):
    return vector.sum()**2 / 6


def tensor_for(x, gap_e=GAP_E):
    return np.diag([0.0, 0.0, x * gap_e / XI_U])


def ratio_formula(x):
    return 0.5 * (1 + (1 + x / 3) / np.sqrt(1 + 2 * x / 3 + x * x))


def pz_formula(x):
    return 0.5 * (1 - (x + 1 / 3) / np.sqrt(1 + 2 * x / 3 + x * x))


# Symmetry: average random couplings and contact amplitudes over the group Td
rng = np.random.default_rng(1)
random_h = rng.normal(size=(6, 6))
random_h = random_h + random_h.T
random_c = rng.normal(size=6)
mean_h, mean_c, order = np.zeros((6, 6)), np.zeros(6), 0
for perm in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        if np.prod(signs) == 1:
            operation = np.diag(signs) @ np.eye(3, dtype=int)[list(perm)]
            P = (AXES @ operation @ AXES.T == 1).astype(float)
            mean_h += P @ random_h @ P.T
            mean_c += P @ random_c
            order += 1
mean_h /= order
mean_c /= order
assert order == 24
for dot in (1, 0, -1):
    assert np.ptp(mean_h[AXES @ AXES.T == dot]) < 1e-12
assert np.ptp(mean_c) < 1e-12

# Unstrained levels: singlet, triplet, doublet
free_levels = np.linalg.eigvalsh(valley_orbit(GAP_E, GAP_T))
assert np.allclose(free_levels - free_levels[0],
                   [0] + [GAP_T] * 3 + [GAP_E] * 2, atol=1e-10)

# Coupling elements of the traceless valley shift, per unit delta
singlet = np.ones(6) / np.sqrt(6)
doublet_z = np.array([-1, -1, -1, -1, 2, 2]) / np.sqrt(12)
traceless = np.diag([-1, -1, -1, -1, 2, 2]) / 3
coupled = traceless @ singlet
assert abs(singlet @ coupled) < 1e-12
assert abs(doublet_z @ coupled - np.sqrt(2) / 3) < 1e-12
assert abs(doublet_z @ traceless @ doublet_z - 1 / 3) < 1e-12
assert np.allclose(coupled, (doublet_z @ coupled) * doublet_z)

# Closed forms against diagonalization, for several level schemes
largest_error = 0.0
for gap_e, gap_t in ((13.0, 12.0), (13.0, 20.0), (5.0, 6.0)):
    for x in np.linspace(-6, 6, 60):
        levels, vector = solve(tensor_for(x, gap_e), gap_e, gap_t)
        pz = np.sum(vector[4:]**2)
        ratio = contact(vector)
        assert np.all(vector > 0) and ratio < 1
        error = max(abs(ratio - ratio_formula(x)), abs(pz - pz_formula(x)))
        largest_error = max(largest_error, error)
        assert abs(ratio - (np.sqrt(pz) + np.sqrt(2 * (1 - pz)))**2 / 3) < 1e-10
        root = gap_e / 2 * (1 + x / 3 - np.sqrt(1 + 2 * x / 3 + x * x))
        common = (XI_D + XI_U / 3) * np.trace(tensor_for(x, gap_e))
        base = np.linalg.eigvalsh(valley_orbit(gap_e, gap_t))[0]
        assert abs(levels[0] - base - common - root) < 1e-9
assert largest_error < 1e-10
assert abs(contact(solve(1e-3 * np.eye(3))[1]) - 1) < 1e-12

# Small-strain coefficients by finite differences of the diagonalization
h = 0.02
f = {n: contact(solve(tensor_for(n * h))[1]) for n in (-2, -1, 1, 2)}
odd1, odd2 = f[1] - f[-1], f[2] - f[-2]
linear = (8 * odd1 - odd2) / (12 * h)
quadratic = (f[1] + f[-1] - 2) / (2 * h**2)
cubic = (odd2 - 2 * odd1) / (12 * h**3)
pz_slope = (np.sum(solve(tensor_for(1e-4))[1][4:]**2)
            - np.sum(solve(tensor_for(-1e-4))[1][4:]**2)) / 2e-4
assert abs(linear) < 1e-6
assert abs(quadratic + 2 / 9) < 1e-4       # truncation of order h^2
assert abs(cubic - 4 / 27) < 2e-3          # truncation of order h^2
assert abs(pz_slope + 4 / 9) < 1e-6
limit_plus = contact(solve(tensor_for(1e4))[1])
limit_minus = contact(solve(tensor_for(-1e4))[1])
assert abs(limit_plus - 2 / 3) < 1e-3 and abs(limit_minus - 1 / 3) < 1e-3

# Free sides: lateral strain from zero lateral stress
stiffness = np.full((3, 3), C12) + (C11 - C12) * np.eye(3)
response = np.linalg.solve(stiffness, [0.0, 0.0, 1.0])
lateral = response[0] / response[2]
assert abs(lateral + C12 / (C11 + C12)) < 1e-12

print(f"Xi_u = {XI_U/1000:.1f} eV, Delta = {GAP_E:.1f} meV")
print(f"T2 above A1 = {GAP_T:.1f} meV, A0 = {A0:.0f} MHz")
print(f"C11 = {C11:.0f} GPa, C12 = {C12:.0f} GPa")
print(f"largest error of closed forms = {largest_error:.1e}")
print(f"linear coefficient of A/A0 in x = {linear:.1e}")
print(f"quadratic coefficient = {quadratic:.5f} (-2/9 = {-2/9:.5f})")
print(f"cubic coefficient = {cubic:.4f} (4/27 = {4/27:.4f})")
print(f"slope of p_z in x = {pz_slope:.5f} (-4/9 = {-4/9:.5f})")
print(f"A/A0 limits: x>>1 {limit_plus:.4f}, x<<-1 {limit_minus:.4f}")
print(f"free sides: e_xx/e_zz = {lateral:.4f}")


def weighted_contact(strain, k_value):
    """Contact density if valley amplitudes also respond to strain."""
    vector = solve(strain)[1]
    deviator = np.diag(strain) - np.trace(strain) / 3
    weights = 1 + 0.5 * k_value * np.repeat(deviator, 2)
    return (weights @ vector)**2 / 6


def amplitude_effect(strain, k_value):
    return weighted_contact(strain, k_value) - contact(solve(strain)[1])


# The amplitude response must itself be quadratic in a traceless strain
tiny = np.diag([lateral, lateral, 1.0]) * 1e-5
growth = amplitude_effect(tiny, 80.0) / amplitude_effect(tiny / 2, 80.0)
assert abs(growth - 4) < 0.04

for name, side in (("free", lateral), ("clamped", 0.0)):
    for ezz in (STRAIN, -STRAIN):
        strain = np.diag([side * ezz, side * ezz, ezz])
        levels, vector = solve(strain)
        delta = XI_U * (strain[2, 2] - strain[0, 0])
        x = delta / GAP_E
        ratio = contact(vector)
        assert abs(ratio - ratio_formula(x)) < 1e-10
        print(f"-- {name} sides, e_zz = {ezz:+.1e}")
        print(f"delta = {delta:+.3f} meV, x = {x:+.4f}")
        print(f"p_z = {np.sum(vector[4:]**2):.4f}, A/A0 = {ratio:.5f}")
        print(f"change of A = {100*(ratio-1):+.3f} %"
              f" = {A0*(ratio-1):+.3f} MHz")
        print(f"quadratic term alone = {-200*x*x/9:+.3f} %")
    trace_ratio, tetragonal_ratio = 1 + 2 * side, 1 - side
    omitted = [100 * K * trace_ratio * STRAIN / 3 for K in K_VOLUME]
    crossover = [1.5 * K * trace_ratio * (GAP_E / (XI_U * tetragonal_ratio))**2
                 for K in K_VOLUME]
    for K, strain_cross in zip(K_VOLUME, crossover):
        x_cross = XI_U * tetragonal_ratio * strain_cross / GAP_E
        assert np.isclose(2 * x_cross**2 / 9, K * trace_ratio * strain_cross / 3)
    print(f"omitted linear term, size: {omitted[0]:.3f} to {omitted[1]:.3f} %")
    print(f"equal-size strain: {crossover[0]:.1e} to {crossover[1]:.1e}")

example = np.diag([lateral, lateral, 1.0]) * STRAIN
stress = (stiffness @ np.diag(example))[2] * 1000
print("-- further estimates, free sides, tension")
print(f"stress along [001] = {stress:.1f} MPa")
print(f"volume coefficient K = {K_VOLUME[0]:.0f} to {K_VOLUME[1]:.0f} (rough)")
effects = [100 * amplitude_effect(example, K) for K in K_VOLUME]
print(f"amplitude response: {effects[0]:+.3f} to {effects[1]:+.3f} %")

# Hydrogenic envelopes: radius scales as 1/sqrt(binding energy)
radius = np.sqrt(BIND_A / (BIND_A - GAP_E))
overlap = quad(lambda r: 4 * r * r * np.exp(-r * (1 + 1 / radius))
               / radius**1.5, 0, np.inf)[0]
print(f"binding energies: A1 {BIND_A:.0f} meV, E {BIND_A-GAP_E:.0f} meV")
print(f"envelope overlap squared = {overlap**2:.4f}")
print(f"loss of squared A1-E coupling = {100*(1-overlap**2):.1f} %")

levels = solve(example)[0]
print(f"first excited level = {levels[1]-levels[0]:.2f} meV above ground")
for temperature in (4.0, 20.0):
    thermal = boltzmann * temperature / charge * 1000
    weights = np.exp(-(levels - levels[0]) / thermal)
    excited = weights[1:].sum() / weights.sum()
    print(f"excited fraction at {temperature:.0f} K = {excited:.1e}")
print("PASS")
```

Printed output:

```
Xi_u = 9.0 eV, Delta = 13.0 meV
T2 above A1 = 12.0 meV, A0 = 120 MHz
C11 = 166 GPa, C12 = 64 GPa
largest error of closed forms = 1.9e-15
linear coefficient of A/A0 in x = 1.1e-07
quadratic coefficient = -0.22219 (-2/9 = -0.22222)
cubic coefficient = 0.1478 (4/27 = 0.1481)
slope of p_z in x = -0.44444 (-4/9 = -0.44444)
A/A0 limits: x>>1 0.6667, x<<-1 0.3334
free sides: e_xx/e_zz = -0.2783
-- free sides, e_zz = +3.0e-04
delta = +3.451 meV, x = +0.2655
p_z = 0.2319, A/A0 = 0.98728
change of A = -1.272 % = -1.526 MHz
quadratic term alone = -1.566 %
-- free sides, e_zz = -3.0e-04
delta = -3.451 meV, x = -0.2655
p_z = 0.4641, A/A0 = 0.98215
change of A = -1.785 % = -2.142 MHz
quadratic term alone = -1.566 %
omitted linear term, size: 0.089 to 0.355 %
equal-size strain: 1.7e-05 to 6.8e-05
-- clamped sides, e_zz = +3.0e-04
delta = +2.700 meV, x = +0.2077
p_z = 0.2511, A/A0 = 0.99182
change of A = -0.818 % = -0.982 MHz
quadratic term alone = -0.959 %
-- clamped sides, e_zz = -3.0e-04
delta = -2.700 meV, x = -0.2077
p_z = 0.4340, A/A0 = 0.98929
change of A = -1.071 % = -1.285 MHz
quadratic term alone = -0.959 %
omitted linear term, size: 0.200 to 0.800 %
equal-size strain: 6.3e-05 to 2.5e-04
-- further estimates, free sides, tension
stress along [001] = 39.1 MPa
volume coefficient K = 20 to 80 (rough)
amplitude response: -0.041 to -0.162 %
binding energies: A1 45 meV, E 32 meV
envelope overlap squared = 0.9785
loss of squared A1-E coupling = 2.2 %
first excited level = 11.03 meV above ground
excited fraction at 4 K = 2.6e-14
excited fraction at 20 K = 4.7e-03
PASS
```
